Low-frequency noise from tunnelling traps with widely spread relaxation times

An insulating layer lies beside a reservoir of mobile electrons. Defects in the layer exchange electrons with the reservoir by tunnelling, and the number of trapped electrons fluctuates. The problem is to find the spectrum of this fluctuation.

Each trap holds zero or one electron in a single nondegenerate level. The traps are independent, the system is in stationary equilibrium, and a trapped charge does not alter the rates of other traps. The algebra uses atomic units, ħ = mₑ = 1, and kT denotes the thermal energy. Numerical energies are in eV, lengths in Å, times in s and frequencies in Hz. The angular frequency is ω = 2πf.

**(a) A trap captures an electron at rate c when empty and emits it at rate r when filled. Find the autocovariance of its occupation n(t).**

Let P(t) be the probability that the trap is filled. Capture needs an empty trap and emission a filled one, so

dP/dt = c(1 − P) − rP = c − (c + r)P.

Setting the derivative to zero gives the stationary filling

p = c/(c + r).

With 1/τ = c + r, the equation becomes dP/dt = −(P − p)/τ. A deviation from p therefore decays as exp(−t/τ). If the trap is known to be filled at t = 0, then P(0) = 1 and

P(t) = p + (1 − p) exp(−t/τ).

The product n(t)n(0) equals 1 only if the trap is filled at both times. The probability of this is p, for the first time, multiplied by the conditional probability P(t):

⟨n(t)n(0)⟩ = p² + p(1 − p) exp(−t/τ).

Subtracting ⟨n⟩² = p² leaves the autocovariance. In a stationary process it depends on |t| alone, so

C(t) = p(1 − p) exp(−|t|/τ).

The variance is v = C(0) = p(1 − p). It is largest, 1/4, for a half-filled trap, and vanishes for a trap that is permanently empty or full. The relaxation rate is the sum of the two rates, because both processes restore the stationary filling.

**(b) Find the spectrum of one trap, and state how the spectra of several traps combine.**

The spectrum S(f) is taken as one-sided: its integral over positive frequencies is the variance. This convention corresponds to the pair

C(t) = ∫₀^∞ S(f) cos(2πft) df,  S(f) = 4 ∫₀^∞ C(t) cos(ωt) dt.

The time integral is the real part of

∫₀^∞ exp(−t/τ + iωt) dt = 1/(1/τ − iω) = τ(1 + iωτ)/(1 + ω²τ²).

Hence one trap has the Lorentzian spectrum

S(f) = 4vτ/(1 + ω²τ²).

It is flat for ωτ ≪ 1 and falls as 1/f² for ωτ ≫ 1. The factor 4 can be checked by integrating over f. With u = 2πfτ and df = du/(2πτ),

∫₀^∞ S df = (4vτ/2πτ) ∫₀^∞ du/(1 + u²) = (2v/π)(π/2) = v.

For the total number of trapped electrons, the autocovariance contains one term for each trap and cross terms between different traps. The cross terms vanish for independent traps. The autocovariances therefore add, and so do the spectra.

**(c) The traps have one common energy and are spread uniformly in depth between x₁ and x₂. The barrier has constant height U above the energy of the tunnelling electrons. Find the distribution of τ.**

Inside the barrier the wave function of an electron of effective mass m obeys

−(1/2m) ψ″ + Uψ = 0, or ψ″ = κ²ψ, with κ = √(2mU).

The solution that decays into the layer is exp(−κx), so the electron density falls as exp(−2κx). The model takes the capture rate to be proportional to this density at the trap. In equilibrium the ratio r/c is fixed by the trap energy and not by the depth, so r carries the same factor. The sum c + r then does too, and

τ(x) = τ₁ exp[2κ(x − x₁)].

The common ratio r/c also gives all the traps the same filling p and the same variance v.

Let g(τ)dτ be the fraction of traps with relaxation times in dτ. A uniform depth has probability density 1/(x₂ − x₁), and dτ/dx = 2κτ. Therefore

g(τ) = [1/(x₂ − x₁)] dx/dτ = 1/(Lτ), for τ₁ ≤ τ ≤ τ₂,

L = 2κ(x₂ − x₁) = ln(τ₂/τ₁).

Since dτ/τ = d(ln τ), each decade of relaxation time contains the same number of traps. The spread is wide because a uniform change in depth multiplies the time by a constant factor.

Take the round model values U = 3.0 eV, m = 0.5 electron masses, depths from 0 to 20 Å, and τ₁ = 1.0 × 10⁻⁸ s. Outside atomic units, κ² is mU divided by ħ²/(2mₑ) = 3.81 eV Å², with m in electron masses:

κ² = 0.5 × 3.0/3.81 = 0.394 Å⁻², 2κ = 1.255 Å⁻¹.

Thus L = 1.2549 × 20 = 25.10, and τ₂ = τ₁ exp(L) is about 794 s. A layer of traps only 20 Å thick spans almost eleven decades of time.

**(d) Add the spectra of these traps. In what range is the result a simple power law, and how large is the error of that law?**

Let σ² be the total variance, the number of traps multiplied by v. For many traps, or on average over their random positions, the sum becomes an integral:

S(f) = σ² ∫ g(τ) 4τ/(1 + ω²τ²) dτ, taken from τ₁ to τ₂.

The factor τ in the Lorentzian cancels the 1/τ in g:

S(f) = (4σ²/L) ∫ dτ/(1 + ω²τ²).

Substituting u = ωτ gives dτ = du/ω, and the integral of 1/(1 + u²) is arctan u. With 4/ω = 2/(πf),

S(f) = [2σ²/(πfL)] [arctan(ωτ₂) − arctan(ωτ₁)].

This holds at every positive frequency within the model. The two ends of the distribution define the cutoff frequencies

f₁ = 1/(2πτ₂), f₂ = 1/(2πτ₁).

If f₁ ≪ f ≪ f₂, then ωτ₂ = f/f₁ is large and ωτ₁ = f/f₂ is small. The first arctangent tends to π/2 and the second to zero, which leaves

S(f) ≈ σ²/(fL).

This is the 1/f spectrum. No single trap has it; it results from the sum over many relaxation times.

To find its error, use arctan a = π/2 − arctan(1/a) for a > 0. The ratio of the full spectrum to the 1/f law is then

fLS/σ² = 1 − (2/π)[arctan(1/(ωτ₂)) + arctan(ωτ₁)].

Both terms in the bracket are positive, so the full spectrum lies below the 1/f law. Since arctan y < y for y > 0, the deficit relative to the 1/f law obeys

0 < deficit < (2/π)(f₁/f + f/f₂).

In the example f₁ = 2.00 × 10⁻⁴ Hz and f₂ = 1.59 × 10⁷ Hz. At f₁ the first arctangent in the spectrum is π/4 and the second is negligible, so the ratio is 0.500. At 10f₁ it is 0.937 and at 100f₁ it is 0.994. Two decades inside either cutoff, the 1/f law is thus accurate to better than one per cent.

**(e) Find the behaviour outside the cutoffs, the local exponent of the spectrum, and its total power.**

Far below f₁ both arguments are small, and arctan a ≈ a. The bracket becomes ω(τ₂ − τ₁), so

S → 4σ²(τ₂ − τ₁)/L.

This is a plateau: no trap is slow enough to add further noise at lower frequencies. Far above f₂ both arguments are large, and arctan a ≈ π/2 − 1/a. The constants cancel, and

S → [4σ²/(Lω²)](1/τ₁ − 1/τ₂).

Every trap is now on the falling side of its Lorentzian, and the sum falls as 1/f².

The local exponent is γ = −d(ln S)/d(ln f). Write a₁ = ωτ₁, a₂ = ωτ₂ and D = arctan a₂ − arctan a₁. Then ln S = constant − ln f + ln D. Because da/d(ln f) = a for each argument,

dD/d(ln f) = a₂/(1 + a₂²) − a₁/(1 + a₁²),

γ = 1 − [a₂/(1 + a₂²) − a₁/(1 + a₁²)]/D.

At the geometric centre f = √(f₁f₂) one has a₁a₂ = 1. Replacing a₁ by 1/a₂ gives

a₁/(1 + a₁²) = (1/a₂)/(1 + 1/a₂²) = a₂/(1 + a₂²).

The numerator vanishes, so γ = 1 at this frequency whatever the ratio of the cutoffs. In the example the centre is at 56.5 Hz. At f₁, where a₂ = 1 and a₁ is negligible, γ = 1 − (1/2)/(π/4) = 0.363. At f₂, where a₁ = 1 and a₂ is very large, γ = 1 + (1/2)/(π/4) = 1.637. The exponent thus passes from 0 through 1 to 2, and a measurement near a cutoff would find an intermediate value.

For the total power, all contributions are positive, so the integrals over f and τ may be exchanged. Each Lorentzian integrates to its variance, and g integrates to 1. Hence

∫₀^∞ S(f) df = σ².

A 1/f law continued to all frequencies would have infinite power, with a logarithmic divergence at each end. The plateau removes the lower divergence and the 1/f² tail the upper one. If the 1/f law is instead cut off sharply at f₁ and f₂, its power is (σ²/L) ln(f₂/f₁), which is again σ² because f₂/f₁ = τ₂/τ₁. What the true spectrum lacks inside the cutoffs therefore equals what it has outside them.

**(f) Which traps produce the noise at a given frequency? What happens if the trap density varies with depth?**

Traps in equal intervals of depth are equally numerous, so the contribution per unit depth is proportional to τ/(1 + ω²τ²). Its derivative with respect to τ is (1 − ω²τ²)/(1 + ω²τ²)², which vanishes at ωτ = 1. Much slower traps rarely change state within one period, while much faster ones spread their variance over a wider band. The depth of the maximum follows from τ(x) = 1/ω:

x = x₁ + (1/2κ) ln[1/(ωτ₁)] = x₁ + (1/2κ) ln(f₂/f).

At 1 Hz this is ln(1.592 × 10⁷)/1.2549 = 16.58/1.2549 = 13.2 Å. Each tenfold reduction of frequency moves the maximum deeper by ln 10/2κ = 1.83 Å.

The selection is not sharp. The decade of τ centred on 1/ω runs from ωτ = 1/√10 to √10. Its share of the central 1/f value is

(2/π)[arctan √10 − arctan(1/√10)] = 0.610.

The remaining 39 per cent comes from traps outside this decade.

Now let the trap density vary as exp(2κx·d), with d a constant. Since exp(2κx) is proportional to τ, the distribution of relaxation times becomes proportional to τ^(−1+d). The spectrum is then proportional to

∫ τ^d dτ/(1 + ω²τ²) = ω^(−1−d) ∫ u^d du/(1 + u²).

Far from both cutoffs the limits on u can be replaced by 0 and ∞, provided the integral converges. At small u this needs d > −1, and at large u it needs d < 1. The integral is then a constant, and

S(f) ∝ 1/f^(1+d), for |d| < 1.

A density that rises into the layer favours slow traps and steepens the spectrum. Direct summation for the example gives central exponents of 0.800 for d = −0.2 and 1.200 for d = +0.2. As |d| approaches 1 the integral converges slowly and the cutoffs are felt even at the centre: the exponents there are 0.14 for d = −0.9 and 1.86 for d = +0.9, not 0.10 and 1.90. The exponent 1 thus rests on the uniform distribution of ln τ, and not on the Lorentzian shape alone.

**(g) Let the traps also be spread uniformly in energy, with density N per volume and energy over an area A. The capture rate c depends on depth but not on trap energy. Find the spectrum S_N of the trapped number.**

Detailed balance with a reservoir of chemical potential μ requires

r = c exp[(E − μ)/kT].

The filling p = c/(c + r) is then the Fermi function 1/{1 + exp[(E − μ)/kT]}. The relaxation time now depends on energy:

1/τ = c + r = c/p, or τ = pτ_c, with τ_c = 1/c.

From here on τ₁ and τ₂ denote the capture times τ_c at x₁ and x₂, and the cutoffs f₁ and f₂ are defined by them. The sum over traps is

S_N = AN ∫dx ∫dE p(1 − p) 4pτ_c/(1 + ω²p²τ_c²).

The trap energies are assumed to extend many kT to both sides of μ. Differentiating the Fermi function gives dp/dE = −p(1 − p)/kT. As E rises, p falls from 1 to 0, so the minus sign is absorbed by reversing the limits:

∫ dE p(1 − p)(…) = kT ∫₀¹ dp (…).

At frequencies up to about f₂, nearly all the noise comes from traps within a few kT of μ, since the others hardly change their filling. Far above f₂, traps at higher energies also contribute noticeably, because their small p makes them fast. For the depth integral, dx = dτ_c/(2κτ_c), and at fixed p

∫ p dτ_c/(1 + ω²p²τ_c²) = (1/ω)[arctan(pωτ₂) − arctan(pωτ₁)].

What remains is an integral over p. Integration by parts gives

∫₀¹ arctan(pa) dp = arctan a − ∫₀¹ pa/(1 + p²a²) dp = arctan a − ln(1 + a²)/(2a).

Calling this function F(a), and using 4/ω = 2/(πf) once more,

S_N(f) = [ANkT/(2κf)] (2/π)[F(ωτ₂) − F(ωτ₁)].

For large a, F(a) ≈ π/2 − (1 + ln a)/a. For small a, F(a) ≈ a − a/2 = a/2. Between well-separated cutoffs the bracket tends to π/2, and

S_N(f) ≈ ANkT/(2κf).

This agrees with part (d). The total variance is σ² = ANkT(x₂ − x₁), and division by L = 2κ(x₂ − x₁) gives the same prefactor. At a given energy, the factor p multiplies all relaxation times equally. It leaves their distribution proportional to 1/τ and moves the cutoffs to f₁/p and f₂/p.

The approach to the central law does change. To leading order the relative deficit is

(2/π)[(1 + ln a₂)/a₂ + a₁/2], with a₁ = f/f₂ and a₂ = f/f₁.

The logarithm comes from traps with small p, whose lower cutoff f₁/p is high. At f₁ the ratio to the central law is (2/π)(π/4 − ln 2/2) = 0.279, compared with 0.500 for a single energy. At 100f₁ it is 0.964, compared with 0.994. At f₂ it is 0.721, above the single-energy value of 0.500, because the upper cutoff has moved up to f₂/p; the lower cutoff plays no part there.

These changes follow from the assumption that c does not depend on trap energy. In purely elastic tunnelling, c is proportional to the Fermi function at the trap energy and r to one minus that function, with the same factor. If that factor is taken to be independent of energy, so is the sum c + r, and the ratios of part (d) remain. This is an approximation, because U, and with it κ, is measured from the energy of the tunnelling electron. In the example, c + r at 20 Å rises by about 11 per cent for each kT of trap energy. The ratios change little, for instance from 0.937 to 0.935 at 10f₁. Elastic exchange also requires reservoir states at the trap energy.

**(h) Evaluate the noise at 1 Hz for A = 1.0 × 10¹⁰ Å², N = 1.0 × 10⁻⁷ eV⁻¹ Å⁻³ and a temperature of 300 K. When does the smooth spectrum fail to describe a single device?**

Here kT = 0.02585 eV, and AN = 1000 eV⁻¹ Å⁻¹. The variance of the trapped number is

σ² = 1000 × 0.02585 × 20 = 517,

so the root-mean-square fluctuation is about 23 electrons. The central law gives

S_N(1 Hz) = 1000 × 0.02585/1.2549 = 20.6 Hz⁻¹.

For the correction, a₂ = 1/(2.003 × 10⁻⁴) = 4990 and a₁ is negligible. The relative deficit is

(2/π)(1 + 8.52)/4990 = 1.2 × 10⁻³.

The full sum over depth and energy has the same deficit to the digits given, and its value also rounds to 20.6 Hz⁻¹. One hertz lies more than three decades above f₁, so the spread in energy has little effect there.

The power in one decade of frequency within the 1/f range is the integral of 20.6/f, which is 20.6 × ln 10 = 47.4. This is also the variance of the traps in one decade of relaxation time, 517 × ln 10/25.10. The two agree because, well inside the cutoffs, the power per unit ln f and the variance per unit ln τ are both equal to σ²/L.

These values are averages over trap positions and energies. Since one trap has a variance of at most 1/4, a variance of 47.4 per decade requires at least 190 traps per decade, and their Lorentzians overlap into a nearly smooth curve. If the area is reduced by a factor of 10⁴, to 10⁶ Å², the average total variance falls to 0.052. A single half-filled trap, with variance 0.25, then contributes about five times the average of the whole device. The spectrum of such a device can be one Lorentzian, and the 1/f law describes only the average over many devices.

The model lets the capture rate vary from trap to trap only through the tunnelling distance. In real insulating layers capture can also need thermal activation, and a spread of activation energies then changes the relaxation times as well. The depth assigned to a frequency in part (f) does not apply in that case. That depth also assumes a single trap energy and a flat barrier. With the energy spread of part (g), the integral over p makes the contribution per unit depth proportional to ln(1 + a²)/a, with a = ωτ_c. This is largest at a ≈ 1.98, so the maximum at 1 Hz lies at 13.8 Å, and the decade around it supplies about 0.52 of the noise. An electric field in the layer tilts the barrier. If a field of 5 MV/cm lowers it linearly with depth, and 2κ(x − x₁) is replaced by the integral of 2κ over depth, τ₂ falls to about 86 s and the depth at 1 Hz rises to 14.1 Å. For equally weighted traps the exponent near 56 Hz stays within 0.01 of 1.

The result concerns the number of trapped electrons. If each of them changes a measured current by the same small amount δI, the current spectrum is (δI)²S_N and keeps the 1/f form. If the effect depends on depth, its square weights the traps as a varying density does in part (f), and the exponent can depart from 1. The numerical output lists the values used here.

Table of computed values

```
barrier U = 3.0 eV
effective mass m = 0.5 electron masses
trap depths x1, x2 = 0, 20 angstrom
shortest time tau1 = 1.0e-08 s
temperature = 300 K
thermal energy kT = 0.02585 eV
area A = 1.0e+10 angstrom^2
trap density N = 1.0e-07 1/(eV angstrom^3)
hbar^2/(2 m_e) = 3.8100 eV angstrom^2
decay constant 2 kappa = 1.2549 1/angstrom
L = ln(tau2/tau1) = 25.098
longest time tau2 = 794.4 s
lower cutoff f1 = 2.003e-04 Hz
upper cutoff f2 = 1.592e+07 Hz
decades between cutoffs = 10.90
centre sqrt(f1 f2) = 56.47 Hz
ratio S f L/variance and local exponent, single-energy model:
  f1/10: ratio 0.06345, exponent 0.0066
  f1: ratio 0.50000, exponent 0.3634
  10 f1: ratio 0.93655, exponent 0.9327
  100 f1: ratio 0.99363, exponent 0.9936
  centre: ratio 1.00000, exponent 1.0000
  f2/100: ratio 0.99363, exponent 1.0064
  f2/10: ratio 0.93655, exponent 1.0673
  f2: ratio 0.50000, exponent 1.6366
  10 f2: ratio 0.06345, exponent 1.9934
total power / variance = 1.00000000
central exponent for density tau^(-1-0.2) = 0.8000
central exponent for density tau^(-1+0.2) = 1.2000
depth sensed at 1 Hz = 13.21 angstrom
depth per decade of tau = 1.835 angstrom
share of S from the central decade = 0.6100
ratio to central law, traps spread in energy:
  f1: 0.27936
  10 f1: 0.78965
  100 f1: 0.96432
  centre: 0.99997
  f2: 0.72064
variance of trapped number = 517.0
variance per decade of tau = 47.4
S_N(1 Hz), central 1/f law = 20.601 1/Hz
S_N(1 Hz), full sum = 20.576 1/Hz
relative deficit at 1 Hz, full sum = 1.214e-03
relative deficit at 1 Hz, leading term = 1.214e-03
```
